# The Fermi Contact Term from a Shrinking Magnetized Sphere

An electron in an s orbital has a nonzero probability density at the nucleus, and there the magnetic field of the nuclear moment is hard to define. Outside the nucleus the field is that of a dipole. It falls off as \(1/r^3\), and its average over every sphere centred on the nucleus is zero. If the dipole field were the whole field, a spherical electron cloud would feel no net field and the electron spin would not couple to the nuclear spin. The dipole formula, however, says nothing about the region inside the nucleus, where the field is strong and the electron is rarely found. The question is what the product of a very large field and a very small probability becomes when the nucleus shrinks to a point.

## Setting and assumptions

The nucleus sits at the origin. Its magnetic moment is \(\mathbf m=g_N\mu_N\mathbf I\), where \(\mathbf I\) is the dimensionless nuclear spin and \(\mu_N\) the nuclear magneton. The electron has the moment \(\mathbf m_e=-g_e\mu_B\mathbf S\), with dimensionless spin \(\mathbf S\), Bohr magneton \(\mu_B\) and \(g_e>0\). The minus sign expresses that the moment of the negatively charged electron is opposite to its spin.

**(A1)** The nucleus is a sphere of radius \(R\) with uniform magnetization
\[
\mathbf M=\frac{\mathbf m}{4\pi R^3/3},
\]
and \(R\to0\) at fixed \(\mathbf m\). Its field \(\mathbf B_R\) is produced by the current density \(\nabla\times\mathbf M\), not by magnetic poles.

**(A2)** The electron is nonrelativistic, and its spin energy is local: \(-\mathbf m_e\cdot\mathbf B(\mathbf r)\).

**(A3)** The coupling is used in first order. It then enters through integrals \(\int\mathbf B_R f\,d^3r\), where \(f\) is the electron density \(n\), or a product \(\psi_a^*\psi_b\) of two orbitals.

**(A4)** The function \(f\) is integrable, and near the origin \(|f(\mathbf r)-f(0)|\le C r^{\nu}\) with constants \(C\) and \(\nu>0\). The cusp of an s orbital is allowed, since it has \(\nu=1\).

The nuclear vector potential also acts on the orbital motion of the electron. That is a separate term of the Hamiltonian and is not treated here.

## Theorem

Under (A1) and (A4),
\[
\lim_{R\to0}\int\mathbf B_R f\,d^3r=\frac{2\mu_0}{3}\,\mathbf m\,f(0)+\lim_{\varepsilon\to0}\int_{r>\varepsilon}\mathbf B_{\rm dip}f\,d^3r,
\tag{1}
\]
where, with \(\hat{\mathbf r}=\mathbf r/r\),
\[
\mathbf B_{\rm dip}=\frac{\mu_0}{4\pi}\,\frac{3\hat{\mathbf r}(\mathbf m\cdot\hat{\mathbf r})-\mathbf m}{r^3}.
\]
With (A2) and (A3), the first term of (1) is the contact interaction
\[
H_c=\frac{2\mu_0}{3}\,g_e\mu_B\,g_N\mu_N\,\delta(\mathbf r)\,\mathbf S\cdot\mathbf I .
\tag{2}
\]

The proof needs the field of the sphere, which follows from its vector potential.

## Lemma 1: the vector potential

*Inside and outside the sphere,*
\[
\mathbf A_{\rm in}=\frac{\mu_0}{3}\,\mathbf M\times\mathbf r,\qquad
\mathbf A_{\rm out}=\frac{\mu_0}{4\pi}\,\frac{\mathbf m\times\mathbf r}{r^3}.
\]

*Proof.* The magnetization is constant inside and zero outside, so its curl is concentrated on the surface. With the step function \(\Theta\) and the outward normal \(\hat{\mathbf n}\),
\[
\nabla\times[\mathbf M\,\Theta(R-r)]=\nabla\Theta(R-r)\times\mathbf M=-\delta(r-R)\,\hat{\mathbf n}\times\mathbf M=\delta(r-R)\,\mathbf M\times\hat{\mathbf n}.
\]
This is a surface current \(\mathbf K=\mathbf M\times\hat{\mathbf n}\). Its vector potential is
\[
\mathbf A(\mathbf r)=\frac{\mu_0}{4\pi}\oint\frac{\mathbf K(\mathbf r')}{|\mathbf r-\mathbf r'|}\,dS'
=\frac{\mu_0}{4\pi}\,\mathbf M\times\mathbf G(\mathbf r),\qquad
\mathbf G(\mathbf r)=\oint\frac{\hat{\mathbf n}'}{|\mathbf r-\mathbf r'|}\,dS'.
\]
The divergence theorem in its gradient form, \(\oint\hat{\mathbf n}'h\,dS'=\int\nabla'h\,dV'\), gives
\[
\mathbf G(\mathbf r)=\int_{r'<R}\nabla'\frac1{|\mathbf r-\mathbf r'|}\,dV'=\int_{r'<R}\frac{\mathbf r-\mathbf r'}{|\mathbf r-\mathbf r'|^3}\,dV'.
\]
If \(\mathbf r\) lies inside, a small ball of radius \(\eta\) around it is first cut out. The extra surface term is at most \(4\pi\eta^2\cdot(1/\eta)\), which vanishes with \(\eta\).

The last integral is the Coulomb field of a ball with unit charge density, in units where a unit charge has the field \(1/r^2\). By symmetry \(\mathbf G=G(r)\hat{\mathbf r}\), and Gauss's law equates the flux \(4\pi r^2G\) to \(4\pi\) times the enclosed charge:
\[
4\pi r^2G=4\pi\cdot\frac{4\pi r^3}{3}\ \ (r<R),\qquad
4\pi r^2G=4\pi\cdot\frac{4\pi R^3}{3}\ \ (r>R).
\]
Hence
\[
\mathbf G_{\rm in}=\frac{4\pi}{3}\,\mathbf r,\qquad \mathbf G_{\rm out}=\frac{4\pi R^3}{3}\,\frac{\mathbf r}{r^3}.
\tag{3}
\]
Inserting these in \(\mathbf A\), and using \(\mathbf m=(4\pi R^3/3)\mathbf M\) outside, gives the two stated forms. \(\square\)

## Lemma 2: the magnetic field

*Inside the sphere \(\mathbf B_R=\tfrac23\mu_0\mathbf M\). Outside, \(\mathbf B_R=\mathbf B_{\rm dip}\). There is no additional field concentrated on the surface.*

*Proof.* For a constant vector \(\mathbf M\),
\[
\nabla\times(\mathbf M\times\mathbf r)=\mathbf M(\nabla\cdot\mathbf r)-(\mathbf M\cdot\nabla)\mathbf r=3\mathbf M-\mathbf M=2\mathbf M,
\]
so \(\mathbf B_{\rm in}=\nabla\times\mathbf A_{\rm in}=\tfrac23\mu_0\mathbf M\). Outside, the same identity gives
\[
\nabla\times\frac{\mathbf m\times\mathbf r}{r^3}=\mathbf m\,\nabla\cdot\frac{\mathbf r}{r^3}-(\mathbf m\cdot\nabla)\frac{\mathbf r}{r^3}.
\]
The first term vanishes for \(r>0\), because \(\nabla\cdot(\mathbf r/r^3)=3/r^3-3r^2/r^5=0\). The second is
\[
-(\mathbf m\cdot\nabla)\frac{\mathbf r}{r^3}=-\frac{\mathbf m}{r^3}+\frac{3\mathbf r(\mathbf m\cdot\mathbf r)}{r^5}.
\]
Multiplied by \(\mu_0/4\pi\), this is \(\mathbf B_{\rm dip}\).

At \(r=R\) the two forms of \(\mathbf A\) agree, since \(\mathbf m/(4\pi R^3)=\mathbf M/3\). A continuous, piecewise smooth \(\mathbf A\) has at most a jump in its first derivatives, so \(\mathbf B_R\) contains no delta function on the surface. \(\square\)

The jump itself checks the signs. Just outside the surface the field is \(\tfrac13\mu_0[3\hat{\mathbf n}(\mathbf M\cdot\hat{\mathbf n})-\mathbf M]\). Subtracting \(\tfrac23\mu_0\mathbf M\) leaves
\[
\mathbf B_{\rm out}-\mathbf B_{\rm in}=\mu_0[\hat{\mathbf n}(\mathbf M\cdot\hat{\mathbf n})-\mathbf M]=\mu_0(\mathbf M\times\hat{\mathbf n})\times\hat{\mathbf n}=\mu_0\mathbf K\times\hat{\mathbf n},
\]
which is the jump required across a surface current.

## Proof of the theorem

**Interior part.** The field is constant inside, so
\[
\int_{r<R}\mathbf B_Rf\,d^3r=\frac{2\mu_0}{3}\,\mathbf M\int_{r<R}f\,d^3r=\frac{2\mu_0}{3}\,\mathbf m\,\bar f_R,\qquad
\bar f_R=\frac{3}{4\pi R^3}\int_{r<R}f\,d^3r.
\tag{4}
\]
The field grows as \(R^{-3}\), the volume shrinks as \(R^3\), and the radius cancels. What remains is the mean \(\bar f_R\) of \(f\) over the sphere. By (A4),
\[
|\bar f_R-f(0)|\le\frac{3}{R^3}\int_0^R Cr^{\nu}r^2\,dr=\frac{3C}{3+\nu}R^{\nu}\to0 ,
\]
so the interior part tends to \(\tfrac23\mu_0\mathbf m f(0)\).

**Exterior part.** Over all directions, the average of \(\hat r_i\hat r_j\) is \(\delta_{ij}/3\): it vanishes for \(i\ne j\) by reflection, and the three equal diagonal averages add up to 1. The average of \(3\hat{\mathbf r}(\mathbf m\cdot\hat{\mathbf r})-\mathbf m\) is therefore \(\mathbf m-\mathbf m=0\). Let \(a\) be a fixed radius within which (A4) holds. In the shell \(R<r<a\) the constant \(f(0)\) contributes nothing, and
\[
\int_{R<r<a}\mathbf B_{\rm dip}f\,d^3r=\int_{R<r<a}\mathbf B_{\rm dip}\,[f(\mathbf r)-f(0)]\,d^3r.
\]
If \(\theta\) is the angle between \(\mathbf m\) and \(\hat{\mathbf r}\), then \(|3\hat{\mathbf r}(\mathbf m\cdot\hat{\mathbf r})-\mathbf m|=m\sqrt{1+3\cos^2\theta}\le2m\). Extending the right-hand integral down to \(r=0\) adds the region \(r<R\), whose contribution is thus bounded by
\[
\frac{\mu_0}{4\pi}\,2mC\int_0^R r^{\nu-3}\,4\pi r^2\,dr=\frac{2\mu_0mC}{\nu}R^{\nu}\to0 .
\]
The exterior integral therefore has a finite limit, the second term of (1). The region \(r>a\) does not depend on \(R\) and converges because \(f\) is integrable.

**The operator.** By (A2) the spin energy is \(-\mathbf m_e\cdot\mathbf B=+g_e\mu_B\mathbf S\cdot\mathbf B\). The first term of (1) amounts to the field \(\tfrac23\mu_0\mathbf m\,\delta(\mathbf r)\). With \(\mathbf m=g_N\mu_N\mathbf I\),
\[
H_c=g_e\mu_B\,\mathbf S\cdot\frac{2\mu_0}{3}g_N\mu_N\mathbf I\,\delta(\mathbf r),
\]
which is (2). The field is linear in \(\mathbf m\), so each step holds for every component of the operator \(\mathbf I\). Since \(\mathbf S\) and \(\mathbf I\) act on different particles, they commute and their order is immaterial. \(\square\)

## Remarks on the meaning and the limits

**Sign.** Inside the sphere the field is parallel to the nuclear moment, and the electron moment prefers to lie along it. The electron spin is opposite to its moment. For \(g_N>0\) the energy is therefore lower when \(\mathbf S\) and \(\mathbf I\) are antiparallel, as the positive coefficient in (2) says.

**The excluded region is a ball.** If \(f(0)\neq0\), the integral of \(|\mathbf B_{\rm dip}f|\) near the origin behaves as \(\int dr/r\) and diverges logarithmically. The second term of (1) is finite because \(\mathbf B_{\rm dip}\) averages to zero over directions, but its value depends on the shape of the region cut out. If the region \(r<\varepsilon\,s(\hat{\mathbf r})\) of fixed shape \(s\) is excluded in place of the ball, the limit is still finite and differs by \(-\frac{\mu_0}{4\pi}f(0)\oint[3\hat{\mathbf r}(\mathbf m\cdot\hat{\mathbf r})-\mathbf m]\ln s\,d\Omega\), which in general is not zero. The coefficient \(\tfrac23\) goes with the ball, so this prescription belongs to the statement.

**Currents, not poles.** Suppose the moment came from magnetic poles of surface density \(\mathbf M\cdot\hat{\mathbf n}\), and the electron responded to \(\mu_0\mathbf H\) of these poles. The pole potential follows from the same vector \(\mathbf G\):
\[
\phi=\frac1{4\pi}\oint\frac{\mathbf M\cdot\hat{\mathbf n}'}{|\mathbf r-\mathbf r'|}\,dS'=\frac{\mathbf M\cdot\mathbf G}{4\pi}=\frac{\mathbf M\cdot\mathbf r}{3}\ \ (r<R),
\]
so \(\mu_0\mathbf H=-\mu_0\nabla\phi=-\tfrac13\mu_0\mathbf M\) inside. Outside, \(\phi=\mathbf m\cdot\mathbf r/(4\pi r^3)\) gives the same dipole field as before. Two sources that cannot be told apart from outside would thus give contact terms of opposite sign and different size, with \(-\tfrac13\) in place of \(+\tfrac23\). Direct summation over the surface sources gives \(0.6667\) and \(-0.3333\) for the two interior fields in units of \(\mu_0M\).

**Where the result fails.** If the density has no finite limit at the nucleus, \(f(0)\) has no value and (1) loses its meaning. A finite limit alone is not enough either. For \(f=f(0)\,[1+0.4\,(3\cos^2\theta-1)/\ln(ea_0/r)]\) near the origin, with \(e\) the base of the natural logarithm, the exterior integral contains \(\int dr/[r\ln(ea_0/r)]\) and grows as \(\ln\ln(1/\varepsilon)\). The rate of approach required in (A4) excludes such cases. The theorem also concerns single integrals of \(\mathbf B_R\) and gives no licence to use (2) beyond first order.

**A route without a sphere.** The coefficient \(\tfrac23\) can be checked through a smooth density centred at a point \(\mathbf d\) away from the nucleus. The point-dipole potential can be written as
\[
\frac{\mu_0}{4\pi}\frac{\mathbf m\times\mathbf r}{r^3}=\frac{\mu_0}{4\pi}\nabla\times\frac{\mathbf m}{r}.
\]
Averaging over a density of fixed shape turns derivatives with respect to \(\mathbf r\) into derivatives with respect to \(\mathbf d\). With \(V(\mathbf d)=\int n/(4\pi r)\,d^3r\), the mean field is
\[
\langle\mathbf B\rangle=\mu_0\nabla_d\times(\nabla_d\times\mathbf mV)=\mu_0\left[\nabla_d(\mathbf m\cdot\nabla_dV)-\mathbf m\nabla_d^2V\right].
\]
For \(\mathbf m\) along \(z\) its \(z\) component is \(-\mu_0m(\partial_x^2+\partial_y^2)V\). For the density \(\pi^{-3/2}e^{-|\mathbf r-\mathbf d|^2}\), with lengths in \(a_0\), the potential is \(V=\operatorname{erf}(d)/(4\pi d)\): this function is finite at \(d=0\), tends to \(1/(4\pi d)\) at large \(d\), and satisfies Poisson's equation for this density, since \(\nabla_d^2V=\operatorname{erf}''(d)/(4\pi d)=-\pi^{-3/2}e^{-d^2}\). At \(d=0.7\,a_0\) along \(z\) this gives \(0.08998\) in units of \(\mu_0m/a_0^3\). The two terms of (1) are \(0.07335\) for the contact part and \(0.01663\) for the exterior part, with the same sum. The numerical check asserts this agreement.

## Corollary: one electron in an s orbital

*For a normalized s orbital with density \(n(r)\), the first-order spin coupling is*
\[
H=A_c\,\mathbf S\cdot\mathbf I,\qquad A_c=\frac{2\mu_0}{3}g_e\mu_Bg_N\mu_N\,n(0),
\]
*and for \(I\ge\tfrac12\) and \(A_c>0\) it splits the level by \(A_c(I+\tfrac12)\).*

*Proof.* The density is spherical, so the exterior term of (1) vanishes shell by shell. The delta function in (2) gives \(n(0)\). With the total spin \(\mathbf F=\mathbf S+\mathbf I\), squaring gives \(\mathbf F^2=\mathbf S^2+\mathbf I^2+2\mathbf S\cdot\mathbf I\), hence
\[
\mathbf S\cdot\mathbf I=\tfrac12\left[F(F+1)-I(I+1)-\tfrac34\right].
\]
For \(F=I+\tfrac12\), \(F(F+1)=I^2+2I+\tfrac34\) and \(\mathbf S\cdot\mathbf I=I/2\). For \(F=I-\tfrac12\), \(F(F+1)=I^2-\tfrac14\) and \(\mathbf S\cdot\mathbf I=-(I+1)/2\). The difference is \(I+\tfrac12\). \(\square\)

In Hartree atomic units \(\hbar=e=m_e=4\pi\varepsilon_0=1\) and \(c=1/\alpha\). Then \(\mu_0=1/(\varepsilon_0c^2)=4\pi\alpha^2\), \(\mu_B=e\hbar/2m_e=\tfrac12\) and \(\mu_N=e\hbar/2m_p=\tfrac12(m_e/m_p)\), so that
\[
A_c=\frac23\,(4\pi\alpha^2)\,\frac{g_e}{2}\,\frac{g_N}{2}\frac{m_e}{m_p}\,n(0)=\frac{2\pi}{3}\alpha^2g_eg_N\frac{m_e}{m_p}\,n(0).
\]

## Worked example

The model has one electron in an orbital proportional to \(e^{-\zeta r}\) with \(\zeta=1.5\,a_0^{-1}\), and a nucleus with \(I=1\) and \(g_N=2\). These are round parameters and describe no particular atom. Since \(\int_0^\infty e^{-2\zeta r}4\pi r^2dr=4\pi\cdot2/(2\zeta)^3=\pi/\zeta^3\), the normalized density at the nucleus is
\[
n(0)=\frac{\zeta^3}{\pi}=\frac{3.375}{\pi}\,a_0^{-3}=1.0743\,a_0^{-3}.
\]
The coefficient of \(\delta(\mathbf r)\,\mathbf S\cdot\mathbf I\) is
\[
\frac{2\pi}{3}(0.00729735)^2(2.002319)(2)(5.44617\times10^{-4})=2.432\times10^{-7}\,E_ha_0^3,
\]
and multiplication by \(n(0)\) gives
\[
A_c=2.613\times10^{-7}\,E_h,\qquad A_c/h=1719\ \text{MHz}.
\]
For \(I=1\), \(\mathbf S\cdot\mathbf I\) is \(-1\) in the two states with \(F=\tfrac12\) and \(+\tfrac12\) in the four states with \(F=\tfrac32\). The levels lie at \(-1719\) and \(+860\) MHz, and the splitting is \(\tfrac32A_c/h=2579\) MHz. The weighted sum \(2(-1)+4(\tfrac12)\) is zero, so the coupling splits the level without moving its centre.

**The limit in numbers.** For the nuclear state \(M_I=1\) the moment along \(z\) is \(m=g_N\mu_N\), and the interior field is \(\tfrac23\mu_0M=\mu_0m/(2\pi R^3)\). The table gives this field, the probability \(P\) of finding the electron inside, and their product, which is the mean field.

| \(R/a_0\) | \(B_{\rm in}\) (T) | \(P\) | mean \(B\) (T) |
|---|---|---|---|
| 0.1 | \(1.363\times10^{1}\) | \(3.599\times10^{-3}\) | 0.0491 |
| 0.01 | \(1.363\times10^{4}\) | \(4.400\times10^{-6}\) | 0.0600 |
| 0.001 | \(1.363\times10^{7}\) | \(4.490\times10^{-9}\) | 0.0612 |

The point limit is \(0.0614\) T. The approach to it follows from (4) with the density expanded to first order in \(r\):
\[
\frac{\bar n_R}{n(0)}=\frac{3}{R^3}\int_0^R(1-2\zeta r+\dots)\,r^2dr=1-\frac{3}{R^3}\,\frac{2\zeta R^4}{4}+\dots=1-\frac32\zeta R+\dots
\]
At \(R=0.01\,a_0\) this leading form gives \(0.9775\), and the full average gives \(0.9778\). The reduction arises because the cusp makes the density fall as soon as one leaves the centre. The orbital is held fixed here, so any change of the density caused by a finite nuclear charge distribution is not included.

**The opposite case.** A p orbital along \(z\) with the same \(\zeta\) has the density \(n=(\zeta^5/\pi)r^2\cos^2\theta\,e^{-2\zeta r}\), which vanishes at the nucleus. The contact term is zero and the dipolar term remains. For \(\mathbf m\) along \(z\), with \(u=\cos\theta\),
\[
\langle B_z\rangle=\frac{\mu_0m}{4\pi}\,\frac{\zeta^5}{\pi}\,2\pi\int_{-1}^{1}(3u^2-1)u^2du\int_0^\infty r\,e^{-2\zeta r}dr .
\]
The angular integral is \(\tfrac65-\tfrac23=\tfrac8{15}\) and the radial one is \(1/(4\zeta^2)\), so
\[
\langle B_z\rangle=\frac{\mu_0m\,\zeta^3}{15\pi}=0.07162\,\frac{\mu_0m}{a_0^3}.
\]
For a sphere of radius \(0.1\,a_0\) the interior contributes \(0.0025\) and the exterior \(0.0690\) in the same units. Their sum, \(0.0715\), is already close to the limit, because the leading corrections cancel. The mean of \(z^2\) over the sphere is \(R^2/5\), so the interior adds \(\tfrac23(\zeta^5/\pi)(R^2/5)=2\zeta^5R^2/(15\pi)\). The exterior lacks the region \(r<R\), where \(\int_0^Rr\,dr=R^2/2\), and so loses
\[
\frac1{4\pi}\,\frac{\zeta^5}{\pi}\,2\pi\,\frac8{15}\,\frac{R^2}{2}=\frac{2\zeta^5R^2}{15\pi},
\]
the same amount. At \(R=0.001\,a_0\) the interior contribution has fallen to \(3.2\times10^{-7}\,\mu_0m/a_0^3\), and the coupling is dipolar.

## Table of computed values

```
SPHERE, surface quadrature at an off-axis interior point
B_z / (mu0 M), current model          = 0.66666667
mu0 H_z / (mu0 M), pole model         = -0.33333333
DISPLACED GAUSSIAN exp(-|r-d|^2), mean B_z in mu0 m/a0^3
displacement d along z                = 0.7 a0
contact part (2/3) n(0)               = 0.073347
exterior dipolar part                 = 0.016629
sum of the two parts                  = 0.089975
from smooth potential, no sphere      = 0.089975
MODEL ATOM, s orbital
zeta = 1.5 1/a0, g_N = 2.0, I = 1
g_e                                   = 2.002319
fine-structure constant alpha         = 0.00729735
electron-proton mass ratio            = 5.446170e-04
density at nucleus n(0)               = 1.074296 a0^-3
operator coefficient of delta(r) S.I  = 2.43245e-07 Eh a0^3
contact coupling A_c                  = 2.61317e-07 Eh
contact coupling A_c / h              = 1719.38 MHz
level F=1/2 (2 states), E/h           = -1719.38 MHz
level F=3/2 (4 states), E/h           = 859.69 MHz
splitting / h                         = 2579.07 MHz
SHRINKING SPHERE, s orbital, nuclear M_I = 1
R (a0) | B inside (T) | prob. inside | mean B (T) | mean/limit
0.100 | 1.3634e+01 | 3.5995e-03 | 0.049075 | 0.799887
0.010 | 1.3634e+04 | 4.4000e-06 | 0.059988 | 0.977768
0.001 | 1.3634e+07 | 4.4899e-09 | 0.061214 | 0.997753
point limit of mean B                 = 0.061352 T
SHRINKING SPHERE, p orbital along z, mean B_z in mu0 m/a0^3
R (a0) | interior part | exterior part | sum
0.100 | 2.5123e-03 | 0.068974 | 0.071487
0.010 | 3.1433e-05 | 0.071588 | 0.071620
0.001 | 3.2148e-07 | 0.071619 | 0.071620
dipolar limit zeta^3/(15 pi)          = 0.071620
```
